\section*{Knudsen Diffusivity of a Cylindrical Pore from Cosine Wall Emission, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one wall emission to the diffusivity}

\subsection{The physical situation}

During atomic layer deposition or etching, a precursor molecule must travel down a hole that may be a hundred nanometres wide and several micrometres deep. At a pressure near 1 Torr its mean free path in the gas is much longer than the hole is wide. It therefore flies from wall to wall, and on most flights it meets no other molecule. A feature-scale simulation can follow each flight, or it can replace the flights by a diffusion equation for the gas density. The second choice needs a diffusivity, which must follow from the law by which molecules leave the wall.

The model pore is an infinitely long, smooth circular cylinder of diameter $d$. Molecules are points, do not collide with one another, and spend no time on the wall. They do not react. Each wall hit is followed by diffuse emission: the new direction has no memory of the old one, and its probability per solid angle is
\begin{equation}
\frac{dP}{d\Omega}=\frac{\cos\theta}{\pi},
\label{eq:cosine}
\end{equation}
where $\theta$ is the angle from the inward normal. The factor $\cos\theta$ has a simple origin. In a gas at equilibrium, the number of molecules reaching a wall element from a given direction is proportional to the projected area of that element. Emission with the same weight keeps the equilibrium gas isotropic.

Let $z$ be the signed axial displacement between one emission and the next wall hit. The two results to be derived are
\begin{equation}
\langle z^2\rangle=\frac{2}{3}d^2,\qquad
D=\frac{\langle z^2\rangle}{2\langle\tau\rangle}=\frac{d\,\bar v}{3}.
\label{eq:claim}
\end{equation}
Here $\tau$ is the flight time and $\bar v$ is the mean speed of the gas. The jump is a purely geometric quantity. The diffusivity also needs the mean flight time, so the first result does not imply the second by itself.

\subsection{Geometry of a flight}

Place the origin at the emission point. Use three perpendicular unit vectors: the inward normal, the tangent around the circumference, and the cylinder axis. Let $\psi$ be the angle between the flight and the axis, and let $\alpha$ be the angle between the normal and the flight as projected onto the cross-section. The components of the direction are then
\begin{equation}
u_n=\sin\psi\cos\alpha,\qquad
u_t=\sin\psi\sin\alpha,\qquad
u_z=\cos\psi .
\label{eq:components}
\end{equation}
The flight enters the pore if $u_n>0$, so $0<\psi<\pi$ and $-\pi/2<\alpha<\pi/2$.

In the cross-section the centre of the circle lies at distance $d/2$ along the normal. A point at projected distance $c$ from the origin has coordinates $(c\cos\alpha,\,c\sin\alpha)$. It lies on the circle when
\begin{align}
\left(c\cos\alpha-\frac d2\right)^2+c^2\sin^2\alpha&=\frac{d^2}{4},\\
c^2-c\,d\cos\alpha&=0 .
\end{align}
The root $c=0$ is the emission point. The other root is the chord $c=d\cos\alpha$. The full path $\ell$ has projection $\ell\sin\psi=c$, and its axial part is $\ell\cos\psi$. Hence
\begin{equation}
\ell=\frac{d\cos\alpha}{\sin\psi},\qquad
z=d\cos\alpha\cot\psi .
\label{eq:pathjump}
\end{equation}

\subsection{Emission law in the same angles}

The cosine in \eqref{eq:cosine} is the normal component, $\cos\theta=u_n=\sin\psi\cos\alpha$. With the axis as polar axis, the solid angle is $d\Omega=\sin\psi\,d\psi\,d\alpha$. Multiplication gives
\begin{equation}
dP=\frac1\pi\sin^2\psi\cos\alpha\,d\psi\,d\alpha
=\left(\frac2\pi\sin^2\psi\,d\psi\right)
\left(\frac12\cos\alpha\,d\alpha\right).
\label{eq:factor}
\end{equation}
Each bracket is normalized, because $\int_0^\pi\sin^2\psi\,d\psi=\pi/2$ and $\int_{-\pi/2}^{\pi/2}\cos\alpha\,d\alpha=2$. The two angles are therefore independent, and every average below is a product of two one-dimensional averages.

\subsection{Moments of the jump and of the path}

The averages over $\alpha$ are
\begin{align}
\langle\cos\alpha\rangle&=\frac12\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha=\frac\pi4,\\
\langle\cos^2\alpha\rangle&=\frac12\int_{-\pi/2}^{\pi/2}(1-\sin^2\alpha)\cos\alpha\,d\alpha
=\frac12\left(2-\frac23\right)=\frac23 .
\end{align}
The averages over $\psi$ are
\begin{align}
\langle\cot^2\psi\rangle&=\frac2\pi\int_0^\pi\cos^2\psi\,d\psi=1,\\
\left\langle\frac1{\sin\psi}\right\rangle&=\frac2\pi\int_0^\pi\sin\psi\,d\psi=\frac4\pi,\\
\left\langle\frac1{\sin^2\psi}\right\rangle&=\frac2\pi\int_0^\pi d\psi=2,\\
\langle|\cot\psi|\rangle&=\frac2\pi\int_0^\pi\sin\psi\,|\cos\psi|\,d\psi=\frac2\pi .
\end{align}
With \eqref{eq:pathjump} these give
\begin{align}
\langle z^2\rangle&=d^2\cdot\frac23\cdot1=\frac23d^2,
&\langle\ell\rangle&=d\cdot\frac\pi4\cdot\frac4\pi=d,\label{eq:moments}\\
\langle\ell^2\rangle&=d^2\cdot\frac23\cdot2=\frac43d^2,
&\langle|z|\rangle&=d\cdot\frac\pi4\cdot\frac2\pi=\frac d2 .
\end{align}
The mean signed jump is zero, since $\psi\to\pi-\psi$ reverses $z$ and leaves the probability unchanged.

The mean-square path divides equally. The transverse part is $\langle c^2\rangle=d^2\langle\cos^2\alpha\rangle=2d^2/3$, the same as the axial part. The distributions differ greatly, however: the transverse part cannot exceed $d$, whereas a flight almost parallel to the axis can be arbitrarily long.

Integration of \eqref{eq:cosine} in angles measured about the wall normal, instead of $\psi$ and $\alpha$, gives $\langle z^2\rangle/d^2=0.666667$ and $\langle\ell\rangle/d=1.000000$. The path is taken there as $\ell=d\,u_n/(u_n^2+u_t^2)$, which is \eqref{eq:pathjump} written in components, so the agreement tests the change of angles and the integrals. The path formula itself is tested separately by ray tracing, which solves for the point where the line of flight meets the circle and compares the fractions of long jumps with the jump distribution derived later.

\subsection{Mean flight time}

Molecules leaving a wall in thermal equilibrium do not have the speed distribution of the gas in the volume. Fast molecules hit the wall more often, and emission must replace them at the same rate. The emitted speeds therefore carry one extra factor of $v$. With $v_0=\sqrt{2kT/m}$ and $s=v/v_0$, where $k$ is the Boltzmann constant, $T$ the temperature and $m$ the molecular mass, the weights are $s^2e^{-s^2}$ in the volume and $s^3e^{-s^2}$ at emission.

The integrals needed are $\int_0^\infty s^2e^{-s^2}ds=\sqrt\pi/4$ and $\int_0^\infty s^3e^{-s^2}ds=1/2$. The mean speed in the volume is
\begin{equation}
\bar v=v_0\,\frac{1/2}{\sqrt\pi/4}=\frac{2v_0}{\sqrt\pi}
=\sqrt{\frac{8kT}{\pi m}} .
\end{equation}
The mean inverse speed at emission is
\begin{equation}
\left\langle\frac1v\right\rangle_{\rm em}
=\frac1{v_0}\,\frac{\sqrt\pi/4}{1/2}=\frac{\sqrt\pi}{2v_0}=\frac1{\bar v}.
\end{equation}
Speed and direction are independent at emission, so
\begin{equation}
\langle\tau\rangle=\langle\ell\rangle\left\langle\frac1v\right\rangle_{\rm em}=\frac d{\bar v}.
\label{eq:tau}
\end{equation}

The choice of weight matters. Since $\int_0^\infty se^{-s^2}ds=1/2$, the volume average of $1/v$ is $2/(\sqrt\pi v_0)=4/(\pi\bar v)$. Its use in \eqref{eq:tau} would lengthen the flight time by the factor $4/\pi$ and lower the diffusivity by the factor $\pi/4$.

\subsection{Why the mean-square jump gives the diffusivity}

For jumps at regular intervals, the rule $D=\langle z^2\rangle/(2\tau)$ is immediate. Here long jumps also tend to take long times, so the rule needs a derivation that allows for this correlation.

Let $C(t)=\langle v_z(0)v_z(t)\rangle$ be the velocity correlation averaged over the equilibrium gas. The displacement $\Delta z$ is the time integral of $v_z$, and its mean square is
\begin{equation}
\langle\Delta z^2(t)\rangle=\int_0^t\!\!\int_0^t C(|t_1-t_2|)\,dt_1dt_2
=2\int_0^t(t-s)C(s)\,ds .
\end{equation}
Half its time derivative is $\int_0^tC(s)\,ds$. Diffusion means that this tends to $D$ at long times, so $D=\int_0^\infty C(s)\,ds$.

Let $\tau_r$ be the time remaining until the first wall hit. Before that hit, $v_z(t)=v_z(0)$. After it, every history has an equally probable partner in which all later axial velocities are reversed. The flight times are the same for both, so the later velocity averages to zero for any given $v_z(0)$. The integral of $C$ therefore ends at the first hit:
\begin{equation}
D=\langle v_z^2\,\tau_r\rangle_V ,
\label{eq:gk}
\end{equation}
where $V$ denotes an average over molecules in the volume at one instant.

A snapshot of the gas finds a flight with probability proportional to its duration, at an age $s$ spread uniformly between $0$ and $\tau$. A volume average is thus an average over emitted flights of the time integral along the flight, divided by $\langle\tau\rangle$. With $\tau_r=\tau-s$,
\begin{equation}
D=\frac1{\langle\tau\rangle}\left\langle v_z^2\int_0^\tau(\tau-s)\,ds\right\rangle
=\frac{\langle v_z^2\tau^2\rangle}{2\langle\tau\rangle}
=\frac{\langle z^2\rangle}{2\langle\tau\rangle}.
\label{eq:rule}
\end{equation}
Equations \eqref{eq:moments} and \eqref{eq:tau} now give
\begin{equation}
D=\frac{2d^2/3}{2d/\bar v}=\frac{d\,\bar v}{3}.
\label{eq:D}
\end{equation}

\subsection{A second route through the volume average}

Equation \eqref{eq:gk} can also be evaluated without the emission law. Take a point uniformly distributed over the cross-section and an isotropic direction. If the projected distance to the wall is $c_r$, then $\tau_r=c_r/(v\sin\psi)$ and
\begin{equation}
v_z^2\tau_r=v\,\frac{\cos^2\psi}{\sin\psi}\,c_r .
\end{equation}
The isotropic average of the angular factor is $\frac12\int_0^\pi\cos^2\psi\,d\psi=\pi/4$. For the average of $c_r$, fix the projected direction and divide the disc, of radius $R=d/2$, into parallel chords at offset $b$. A chord has length $c=2\sqrt{R^2-b^2}$, and the remaining distance integrated along it is $c^2/2$. Thus
\begin{equation}
\langle c_r\rangle=\frac1{\pi R^2}\int_{-R}^{R}2(R^2-b^2)\,db
=\frac{8R}{3\pi}=\frac{4d}{3\pi}.
\end{equation}
The product is $D=\bar v\,(\pi/4)(4d/3\pi)=d\bar v/3$, as before. Numerical integration over position and direction gives $D/(d\bar v)=0.333333$.

\subsection{Numbers for a deep hole}

Consider trimethylaluminium monomers, of molar mass $72.09$ g/mol, in a hole with $d=100$ nm and length $L=5000$ nm at $573$ K. The mean speed is
\begin{equation}
\bar v=\sqrt{\frac{8\,(8.314\ \mathrm{J/(mol\,K)})(573\ \mathrm K)}
{\pi\,(0.07209\ \mathrm{kg/mol})}}=410\ \mathrm{m/s}.
\end{equation}
The root-mean-square jump is $\sqrt{2/3}\times100=81.6$ nm, and the mean flight time is $d/\bar v=0.244$ ns. Equation \eqref{eq:D} gives
\begin{equation}
D=\frac{(100\times10^{-9}\ \mathrm m)(410.2\ \mathrm{m/s})}{3}
=1.37\times10^{-5}\ \mathrm{m^2/s}=0.137\ \mathrm{cm^2/s}.
\end{equation}
The time $L^2/(2D)$ is $0.914\ \mu$s. To leading order it is the time in which the root-mean-square displacement in an inert, infinitely long pore reaches $L$; the mean-square displacement lags slightly behind $2Dt$, which lengthens this time by about $0.1\,\%$. It is not the time needed to coat the wall, which also depends on the number of reactive sites and on the supply of precursor.

\section{Finite pores and departures from the model}

\subsection{Quantities carried forward}

A pore has diameter $d$ and length $L$, with $X=L/d$. Cosine emission gives an axial jump $z=d\cos\alpha\cot\psi$ with probability $\pi^{-1}\sin^2\psi\cos\alpha\,d\psi\,d\alpha$. Here $\psi$ is measured from the axis and $\alpha$ from the normal in the cross-section. The jump has $\langle z^2\rangle=2d^2/3$, and the mean flight time is $\langle\tau\rangle=d/\bar v$. The diffusivity is $D=\langle z^2\rangle/(2\langle\tau\rangle)=d\bar v/3$. It also equals the volume average $\langle v_z^2\tau_r\rangle_V$, where $\tau_r$ is the time left before a change of direction. The example has $d=100$ nm, $L=5000$ nm, $T=573$ K and $D=0.137$ cm$^2$/s.

For an infinitely long cylindrical pore, cosine emission gives $\langle z^2\rangle=2d^2/3$, and with the mean flight time $d/\bar v$ this gives the diffusivity $D=d\bar v/3$. What remains is the full distribution of jumps, the transmission of a finite pore, and the effects of specular reflection, wall residence, reaction, gas collisions, molecular size and film growth.
